# Bounds on the effective mass of the lowest band at Gamma: a program that tests the result

```python
# Result under test: for H = -t Laplacian + V(r), V local and periodic,
# the lowest band at Gamma has, for every unit vector n,
#   m/m*_n = min_f <u^2 |n + grad f|^2> / <u^2>,
#   (min u/max u)^2 <= 1/(<u^2><u^-2>) <= m/m*_n <= 1.
# u: positive periodic ground state; f: real periodic function;
# t = hbar^2/(2m); < >: cell average. Energies in eV, lengths in nm.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, solve
from scipy.optimize import minimize

t = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
cell = np.array([[0.36, 0.0, 0.0], [0.06, 0.34, 0.0], [0.03, 0.05, 0.33]])
recip = 2 * np.pi * np.linalg.inv(cell).T
volume = abs(np.linalg.det(cell))
components = {(1, 0, 0): -2.0, (0, 1, 0): -1.5, (0, 0, 1): -1.0,
              (1, 1, 0): -0.4 + 0.5j}
rng = np.random.default_rng(7)


def index_list(nmax):
    return np.array(list(itertools.product(range(-nmax, nmax + 1), repeat=3)))


class PlaneWaves:
    """Bloch Hamiltonian in plane waves with indices up to nmax."""

    def __init__(self, nmax, potential, strength=0.0, width=0.0):
        self.idx = index_list(nmax)
        self.G = self.idx @ recip
        self.strength, self.width = strength, width
        place = {tuple(v): i for i, v in enumerate(self.idx)}
        self.V = np.zeros((len(self.idx),) * 2, complex)
        for key, value in potential.items():
            for col, v in enumerate(self.idx):
                row = place.get(tuple(v + np.array(key)))
                if row is not None:
                    self.V[row, col] += value
                    self.V[col, row] += np.conj(value)

    def matrix(self, k):
        q2 = np.sum((self.G + k)**2, axis=1)
        H = self.V + np.diag(t * q2)
        if self.strength:
            g = np.exp(-0.5 * self.width**2 * q2)
            H = H - self.strength * np.outer(g, g)
        return H

    def energy(self, k, band=0):
        return eigh(self.matrix(np.asarray(k)), eigvals_only=True,
                    subset_by_index=[band, band])[0]

    def inverse_mass(self, band=0, h=0.1):
        """Tensor m/m* from fourth-order differences of the even band."""
        e0 = self.energy(np.zeros(3), band)

        def along(n):
            e1, e2 = self.energy(h * n, band), self.energy(2 * h * n, band)
            return (16 * e1 - e2 - 15 * e0) / (6 * h**2) / (2 * t)

        axes = np.eye(3)
        M = np.diag([along(n) for n in axes])
        for i, j in ((0, 1), (0, 2), (1, 2)):
            mixed = along((axes[i] + axes[j]) / np.sqrt(2))
            M[i, j] = M[j, i] = mixed - (M[i, i] + M[j, j]) / 2
        return M


def to_grid(coeff, idx, n):
    a = np.zeros((n, n, n), complex)
    a[tuple((idx % n).T)] = coeff
    return np.fft.ifftn(a) * n**3


# Band energies and mass tensor from the definition
big, small = PlaneWaves(4, components), PlaneWaves(3, components)
levels, vectors = eigh(big.matrix(np.zeros(3)), subset_by_index=[0, 1])
E0, gap = levels[0], levels[1] - levels[0]
M = big.inverse_mass()
M_small = small.inverse_mass()
principal, axes = np.linalg.eigh(M)
basis_shift = np.max(np.abs(np.linalg.eigvalsh(M_small) - principal))
assert basis_shift < 1e-4
k_test = np.array([2.0, -1.3, 3.1])
assert abs(small.energy(k_test) - small.energy(-k_test)) < 1e-9

# Positive ground state, its averages and its extrema
c = vectors[:, 0]
c = c * np.conj(c[np.all(big.idx == 0, axis=1)][0])
c = c / np.linalg.norm(c)
fine = to_grid(c, big.idx, 48)
assert np.max(np.abs(fine.imag)) < 1e-9 and fine.real.min() > 0


def u_at(s):
    return np.real(np.sum(c * np.exp(2j * np.pi * (big.idx @ s))))


def extremum(sign):
    where = np.unravel_index(np.argmin(sign * fine.real), fine.shape)
    found = minimize(lambda s: sign * u_at(s), np.array(where) / 48)
    return sign * found.fun


u_min, u_max = extremum(1), extremum(-1)
assert 0 < u_min <= fine.real.min() + 1e-9
assert u_max >= fine.real.max() - 1e-9
ratio_bound = (u_min / u_max)**2
mean_u2, mean_inv = np.mean(fine.real**2), np.mean(fine.real**-2)
average_bound = 1 / (mean_u2 * mean_inv)

# Ground-state substitution checked for a random complex phi at finite k
n = 24
u = to_grid(c, big.idx, n).real
freq = np.rint(np.fft.fftfreq(n) * n)
waves = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), -1) @ recip


def gradient(F, k=np.zeros(3)):
    Fq = np.fft.fftn(F)
    return np.stack([np.fft.ifftn(1j * (waves[..., i] + k[i]) * Fq)
                     for i in range(3)], -1)


low = index_list(1)
phi = to_grid(rng.normal(size=27) + 1j * rng.normal(size=27), low, n)
V_grid = 2 * to_grid(np.array(list(components.values())),
                     np.array(list(components)), n).real
psi = u * phi
direct = np.mean(t * np.sum(np.abs(gradient(psi, k_test))**2, -1)
                 + (V_grid - E0) * np.abs(psi)**2)
substituted = t * np.mean(
    u**2 * np.sum(np.abs(gradient(phi, k_test))**2, -1))
substitution_error = abs(direct / substituted - 1)
assert substitution_error < 1e-6

# Cell equation div[u^2(n + grad f)] = 0, solved from u alone
rho = u**2
rho_q = np.fft.fftn(rho) / n**3
fidx = index_list(5)
fidx = fidx[np.any(fidx != 0, axis=1)]
fG = fidx @ recip
diff = (fidx[:, None, :] - fidx[None, :, :]) % n
A = (fG @ fG.T) * rho_q[diff[..., 0], diff[..., 1], diff[..., 2]]
rhs = 1j * (fG @ axes) * rho_q[tuple((fidx % n).T)][:, None]
f_coeff = solve(A, rhs, assume_a="pos")


def functional(f, direction):
    field = gradient(f).real + direction
    return np.mean(rho * np.sum(field**2, -1)) / np.mean(rho)


variational = []
for j in range(3):
    f = to_grid(f_coeff[:, j], fidx, n)
    assert np.max(np.abs(f.imag)) < 1e-9
    best = functional(f.real, axes[:, j])
    variational.append(best)
    for _ in range(4):
        g = to_grid(rng.normal(size=27) + 1j * rng.normal(size=27), low, n)
        assert functional(f.real + 0.003 * g.real, axes[:, j]) > best
variational = np.array(variational)
mass_error = np.max(np.abs(variational - principal))
assert mass_error < 2e-5
assert ratio_bound < average_bound < principal[0]
assert principal[-1] < 1

# Band bounds at finite k in the first Brillouin zone
E0_small = small.energy(np.zeros(3))
scaled = []
shifts = index_list(2) @ recip
for _ in range(30):
    trial = rng.uniform(-0.5, 0.5, 3) @ recip
    images = trial + shifts
    k = images[np.argmin(np.sum(images**2, axis=1))]
    rise = small.energy(k) - E0_small
    assert rise <= t * (k @ M @ k) + 1e-6
    assert rise >= ratio_bound * t * (k @ k) - 1e-6
    scaled.append(rise / (t * (k @ k)))

# One dimension: the average bound must become an equality
q1 = np.arange(-14, 15)
V1 = -0.3 * (np.eye(29, k=1) + np.eye(29, k=-1))


def line_energy(k):
    return np.linalg.eigvalsh(np.diag((q1 + k)**2.0) + V1)[0]


h1 = 0.005
line_mass = (16 * line_energy(h1) - line_energy(2 * h1)
             - 15 * line_energy(0)) / (12 * h1**2)
c1 = np.linalg.eigh(np.diag(q1**2.0) + V1)[1][:, 0]
x = 2 * np.pi * np.arange(256) / 256
u1 = np.real(np.exp(1j * np.outer(x, q1)) @ c1)
line_average = 1 / (np.mean(u1**2) * np.mean(u1**-2))
assert abs(line_mass - line_average) < 1e-6

# Counterexamples outside the assumptions
second = np.linalg.eigvalsh(small.inverse_mass(band=1, h=0.02))
assert second[0] < ratio_bound or second[-1] > 1
strong_W, weak_W, width = 3.0, 0.3, 0.10
strong = np.linalg.eigvalsh(
    PlaneWaves(3, components, strong_W, width).inverse_mass())
weak = np.linalg.eigvalsh(
    PlaneWaves(3, components, weak_W, width).inverse_mass())
assert strong[-1] > 1
reference = np.linalg.eigvalsh(M_small)
weak_shift = np.max(np.abs(weak - reference))

# Sizes of effects left out of the static local model
rms = 0.008       # rough thermal displacement per axis, nm
spin_orbit = 0.04  # rough valence spin-orbit energy, eV
temperature = 300.0
smeared = {key: value * np.exp(-0.5 * rms**2
           * np.sum((np.array(key) @ recip)**2))
           for key, value in components.items()}
thermal_shift = np.max(np.abs(np.linalg.eigvalsh(
    PlaneWaves(3, smeared).inverse_mass()) - reference))
kT = const.k * temperature / const.e
k_quarter = recip[0] / 4
true_rise = small.energy(k_quarter) - E0_small
parabola = t * (k_quarter @ M @ k_quarter)

for i, vector in enumerate(cell, 1):
    print(f"lattice vector a{i} (nm):", np.round(vector, 3))
print(f"cell volume: {volume:.5f} nm^3")
for key, value in components.items():
    print(f"potential component {key}: {complex(value):.2f} eV")
print(f"hbar^2/(2m): {t:.6f} eV nm^2")
print(f"ground energy E0: {E0:.5f} eV")
print(f"gap to second band at Gamma: {gap:.4f} eV")
print(f"min u, max u (mean u^2 = 1): {u_min:.5f}, {u_max:.5f}")
print(f"mean u^-2: {mean_inv:.5f}")
print(f"lower bound (min u/max u)^2: {ratio_bound:.5f}")
print(f"lower bound from averages: {average_bound:.5f}")
print("principal m/m*, band energies:", np.round(principal, 6))
print("principal m/m*, variational:", np.round(variational, 6))
print("principal m*/m:", np.round(1 / principal, 5))
print(f"largest difference of the two routes: {mass_error:.1e}")
print(f"basis shift of m/m*, index 3 to 4: {basis_shift:.1e}")
print(f"relative error of substitution: {substitution_error:.1e}")
print(f"(E-E0)/(t k^2), 30 zone points: {min(scaled):.4f}"
      f" to {max(scaled):.4f}")
print(f"1D m/m*, band and averages: {line_mass:.7f}, {line_average:.7f}")
print("second band, principal m/m*:", np.round(second, 3))
print(f"nonlocal projector width: {width:.2f} nm")
print(f"strong projector strength: {strong_W:.1f} eV")
print("strong projector, principal m/m*:", np.round(strong, 4))
print(f"weak projector strength: {weak_W:.1f} eV")
print(f"weak projector, largest shift of m/m*: {weak_shift:.4f}")
print(f"k = b1/4, length: {np.linalg.norm(k_quarter):.4f} nm^-1")
print(f"band rise at b1/4: {true_rise:.5f} eV")
print(f"parabola at b1/4: {parabola:.5f} eV")
print(f"rough rms displacement per axis: {rms:.3f} nm")
print(f"thermal smearing, shift of m/m*: {thermal_shift:.5f}")
print(f"kT at {temperature:.0f} K: {kT:.5f} eV; kT/gap: {kT/gap:.5f}")
print(f"rough spin-orbit energy: {spin_orbit:.2f} eV;"
      f" over gap: {spin_orbit/gap:.5f}")
print("verified")
```

Printed output:

```
lattice vector a1 (nm): [0.36 0.   0.  ]
lattice vector a2 (nm): [0.06 0.34 0.  ]
lattice vector a3 (nm): [0.03 0.05 0.33]
cell volume: 0.04039 nm^3
potential component (1, 0, 0): -2.00+0.00j eV
potential component (0, 1, 0): -1.50+0.00j eV
potential component (0, 0, 1): -1.00+0.00j eV
potential component (1, 1, 0): -0.40+0.50j eV
hbar^2/(2m): 0.038100 eV nm^2
ground energy E0: -1.20991 eV
gap to second band at Gamma: 12.3978 eV
min u, max u (mean u^2 = 1): 0.45383, 1.88429
mean u^-2: 1.44659
lower bound (min u/max u)^2: 0.05801
lower bound from averages: 0.69128
principal m/m*, band energies: [0.791391 0.886139 0.960944]
principal m/m*, variational: [0.791391 0.886139 0.960944]
principal m*/m: [1.2636  1.12849 1.04064]
largest difference of the two routes: 4.9e-09
basis shift of m/m*, index 3 to 4: 4.3e-09
relative error of substitution: 8.4e-12
(E-E0)/(t k^2), 30 zone points: 0.5838 to 0.9127
1D m/m*, band and averages: 0.5584228, 0.5584228
second band, principal m/m*: [-66.297  -2.975   0.948]
nonlocal projector width: 0.10 nm
strong projector strength: 3.0 eV
strong projector, principal m/m*: [1.3031 1.5115 1.6815]
weak projector strength: 0.3 eV
weak projector, largest shift of m/m*: 0.0756
k = b1/4, length: 4.4396 nm^-1
band rise at b1/4: 0.55973 eV
parabola at b1/4: 0.59505 eV
rough rms displacement per axis: 0.008 nm
thermal smearing, shift of m/m*: 0.00379
kT at 300 K: 0.02585 eV; kT/gap: 0.00209
rough spin-orbit energy: 0.04 eV; over gap: 0.00323
verified
```
